# Thermionic Emission over a Metal Surface Barrier and Its Schottky Lowering: verification in Python

```python
"""Thermionic emission over a barrier and its lowering by a field.

Result under test:
    J = A T^2 exp(-(W - dW)/(k T)),  A = 4 pi m e k^2 / h^3,
    dW = sqrt(F) in atomic units (about 1.2 eV at 1 V/nm).
J: current density, T: temperature, W: work function, k: Boltzmann constant,
F: outward force of the applied field on an electron, dW: barrier lowering.
Energies are counted from the Fermi level. Internal units are atomic units;
printed values are in eV, nm, V/nm, K and A/cm2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipkm1, expit

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
K_AU = const.k / const.e / HARTREE_EV
FIELD_V_NM = HARTREE_EV / BOHR_NM
CURRENT_A_CM2 = const.e * HARTREE_EV * const.e / const.hbar / BOHR_M**2 / 1e4

work_ev, temperature, well_depth_ev = 4.5, 2500.0, 10.0
work = work_ev / HARTREE_EV
well_depth = well_depth_ev / HARTREE_EV
kt = K_AU * temperature


def gauss(lower, upper, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    half = (upper - lower) / 2
    return lower + half * (nodes + 1), half * weights


def metal_side_flux(barrier, thermal, band_mass):
    """Sum velocity times occupation over metal states that can escape."""
    total = 0.0
    lateral, lateral_weights = gauss(0, np.sqrt(70 * thermal), 80)
    for p, weight in zip(lateral, lateral_weights):
        lowest = np.sqrt(2 * band_mass * (barrier + well_depth)
                         + p**2 * (band_mass - 1))
        highest = np.sqrt(lowest**2 + 70 * band_mass * thermal)
        normal, normal_weights = gauss(lowest, highest, 80)
        energy = -well_depth + (normal**2 + p**2) / (2 * band_mass)
        flux = normal / band_mass * expit(-energy / thermal)
        total += weight * 2 * np.pi * p * np.sum(normal_weights * flux)
    return 2 * total / (2 * np.pi)**3


def richardson(barrier, thermal):
    return thermal**2 / (2 * np.pi**2) * np.exp(-barrier / thermal)


# Emission constant: SI formula against the state sum for several band masses.
constant_si = (4 * np.pi * const.m_e * const.e * const.k**2 / const.h**3) / 1e4
band_masses = (0.5, 1.0, 2.0)
counted_constants = []
for mass in band_masses:
    current = metal_side_flux(work, kt, mass) * CURRENT_A_CM2
    counted_constants.append(current / temperature**2 * np.exp(work / kt))
assert np.allclose(counted_constants, constant_si, rtol=1e-6)

# Leading Fermi-statistics correction, tested where it is visible.
low_barrier = 4 * kt
statistics_change = (metal_side_flux(low_barrier, kt, 1.0)
                     / richardson(low_barrier, kt) - 1)
assert abs(statistics_change + np.exp(-4) / 4) < 5e-5  # next term is 4e-5


# Induced surface charge for a unit charge at a given height.
def induced_charge(radius, height):
    return -height / (2 * np.pi * (radius**2 + height**2)**1.5)


def induced_surface_potential(position, height):
    def ring(radius):
        complement = ((position - radius) / (position + radius))**2
        return (induced_charge(radius, height) * radius * 4
                * ellipkm1(complement) / (position + radius))
    return (quad(ring, 0, position, limit=200)[0]
            + quad(ring, position, 3 * position, limit=200)[0]
            + quad(ring, 3 * position, np.inf, limit=200)[0])


for position in (0.7, 2.0):
    direct = 1 / np.hypot(position, 1.5)
    assert abs(induced_surface_potential(position, 1.5) + direct) < 1e-6
image_energy = 0.5 * quad(lambda r: 2 * np.pi * r * induced_charge(r, 1.5)
                          / np.hypot(r, 1.5), 0, np.inf)[0]
image_work = -quad(lambda x: 1 / (4 * x**2), 1.5, np.inf)[0]
assert abs(image_energy + 1 / (4 * 1.5)) < 1e-8
assert abs(image_work - image_energy) < 1e-8

# Barrier top from numerical maximization with SI constants, lengths in nm.
image_strength = const.e / (16 * np.pi * const.epsilon_0) * 1e9
fields = (0.001, 0.01, 0.1, 1.0)
for field in fields:
    found = minimize_scalar(lambda x: image_strength / x + field * x,
                            bounds=(0.05, 60), method="bounded",
                            options={"xatol": 1e-9})
    force = field / FIELD_V_NM
    assert abs(found.fun / (np.sqrt(force) * HARTREE_EV) - 1) < 1e-7
    assert abs(found.x / (BOHR_NM / (2 * np.sqrt(force))) - 1) < 1e-4


def transmission(energies, potential, x_left, x_right, steps):
    """Integrate an outgoing wave backwards and read off the incoming wave."""
    step = (x_left - x_right) / steps
    values = potential(np.linspace(x_right, x_left, 2 * steps + 1))
    slope = (potential(x_right + 1e-3) - potential(x_right - 1e-3)) / 2e-3
    wave_number = np.sqrt(2 * (energies - values[0]))
    psi = wave_number**-0.5 + 0j
    dpsi = psi * (1j * wave_number + slope / (2 * wave_number**2))
    for i in range(steps):
        start = 2 * (values[2 * i] - energies)
        middle = 2 * (values[2 * i + 1] - energies)
        end = 2 * (values[2 * i + 2] - energies)
        p1, d1 = dpsi, start * psi
        p2, d2 = dpsi + step / 2 * d1, middle * (psi + step / 2 * p1)
        p3, d3 = dpsi + step / 2 * d2, middle * (psi + step / 2 * p2)
        p4, d4 = dpsi + step * d3, end * (psi + step * p3)
        psi = psi + step / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
        dpsi = dpsi + step / 6 * (d1 + 2 * d2 + 2 * d3 + d4)
    # Cancellation between large decaying parts limits this check.
    assert np.max(np.abs(np.imag(np.conj(psi) * dpsi) - 1)) < 1e-4
    inner = np.sqrt(2 * (energies - values[-1]))
    incoming = (psi + dpsi / (1j * inner)) / 2
    return 1 / (inner * np.abs(incoming)**2)


# Wave solver against the known transmission of a sech-squared barrier.
height, inverse_width = 0.3, 0.5
trial_energies = np.array([0.1, 0.2, 0.3, 0.4, 0.6])
solved = transmission(trial_energies,
                      lambda x: height / np.cosh(inverse_width * x)**2,
                      -30.0, 30.0, 3000)
sinh_part = np.sinh(np.pi * np.sqrt(2 * trial_energies) / inverse_width)**2
cosh_part = np.cosh(np.pi / 2 * np.sqrt(8 * height / inverse_width**2 - 1))**2
assert np.allclose(solved, sinh_part / (sinh_part + cosh_part), rtol=1e-4)


def quantum_emission(field):
    """Return q, parabolic factor, full factor, tunnelling gain, reflection."""
    force = field / FIELD_V_NM
    top = work - np.sqrt(force)
    omega = 2 * force**0.75
    x_top = 1 / (2 * np.sqrt(force))

    def barrier(x):
        return work - 1 / (4 * x) - force * x

    h = 0.01 * x_top
    curvature = (barrier(x_top + h) - 2 * barrier(x_top)
                 + barrier(x_top - h)) / h**2
    assert abs(np.sqrt(-curvature) / omega - 1) < 1e-3
    q = omega / (2 * np.pi * kt)
    parabolic = np.pi * q / np.sin(np.pi * q)
    # Scaled distance u = (energy - top)/kT; both tails are below 1e-9.
    low_tail = 25 * q / (1 - q)
    average = quad(lambda u: np.exp(-u) * expit(u / q),
                   -low_tail, 0, limit=200)[0]
    average += quad(lambda u: np.exp(-u) * expit(u / q),
                    0, 40, limit=200)[0]
    assert abs(average / parabolic - 1) < 1e-6

    below, below_weights = gauss(top - 17 * omega / (2 * np.pi), top, 60)
    above, above_weights = gauss(top, top + 16 * kt, 100)
    depth_sum = work + well_depth
    x_left = (depth_sum - np.sqrt(depth_sum**2 - force)) / (2 * force)
    assert abs(barrier(x_left) + well_depth) < 1e-9
    x_right = 5 / HARTREE_EV / force
    steps = int((x_right - x_left) / 0.025)
    passed = transmission(np.concatenate((below, above)), barrier,
                          x_left, x_right, steps)
    supply_below = kt / (2 * np.pi**2) * np.log1p(np.exp(-below / kt))
    supply_above = kt / (2 * np.pi**2) * np.log1p(np.exp(-above / kt))
    classical = richardson(top, kt)
    assert abs(np.sum(above_weights * supply_above) / classical - 1) < 1e-6
    gain = np.sum(below_weights * supply_below * passed[:60]) / classical
    loss = np.sum(above_weights * supply_above * (1 - passed[60:])) / classical
    return q, parabolic, 1 + gain - loss, gain, loss


quantum = {field: quantum_emission(field) for field in (0.1, 1.0)}
for values in quantum.values():
    assert abs(values[2] / values[1] - 1) < 0.25  # parabola is an estimate
assert quantum[1.0][3] > 4 * quantum[0.1][3]


# Planar space-charge limit, checked in Poisson's equation.
def child_limit(voltage, gap):
    return np.sqrt(2) * voltage**1.5 / (9 * np.pi * gap**2)


limit_unit = child_limit(1.0, 1.0)
for x in (0.3, 0.7):
    h = 1e-3
    second = ((x + h)**(4 / 3) - 2 * x**(4 / 3) + (x - h)**(4 / 3)) / h**2
    source = 4 * np.pi * limit_unit / np.sqrt(2 * x**(4 / 3))
    assert abs(second / source - 1) < 1e-4


def gap_for_surface_field(surface_field, current):
    charge_term = 8 * np.sqrt(2) * np.pi * current
    return quad(lambda s: 2 * s / np.sqrt(surface_field**2 + charge_term * s),
                0, 1)[0]


weak_current = 0.01 * limit_unit
surface = brentq(lambda f: gap_for_surface_field(f, weak_current) - 1, 0.5, 1.1)
assert abs((1 - surface) / (16 / 27 * 0.01) - 1) < 0.02

# Richardson plot with a work function that drifts with temperature.
drift_ev = 1e-4
cold_work_ev = work_ev - drift_ev * temperature
plot_temperatures = np.array([2200.0, 2350.0, 2500.0, 2650.0, 2800.0])
plot_currents = np.array([
    metal_side_flux((cold_work_ev + drift_ev * t) / HARTREE_EV, K_AU * t, 1.0)
    * CURRENT_A_CM2 for t in plot_temperatures])
slope, intercept = np.polyfit(1 / plot_temperatures,
                              np.log(plot_currents / plot_temperatures**2), 1)
apparent_constant = np.exp(intercept)
apparent_work_ev = -slope * const.k / const.e
drift_factor = np.exp(-drift_ev * const.e / const.k)
assert abs(apparent_constant / (constant_si * drift_factor) - 1) < 1e-5
assert abs(apparent_work_ev - cold_work_ev) < 1e-5

# Worked example: rough typical values for a hot tungsten cathode.
zero_current = richardson(work, kt) * CURRENT_A_CM2
print(f"Work function (rough, W): {work_ev:.1f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kt * HARTREE_EV:.4f} eV")
print(f"Work function / kT: {work / kt:.2f} (no unit)")
print(f"Richardson constant, formula: {constant_si:.2f} A/cm2/K2")
for mass, counted in zip(band_masses, counted_constants):
    print(f"Counted, band mass {mass:.1f} m: {counted:.2f} A/cm2/K2")
print(f"Zero-field current: {zero_current:.3f} A/cm2")
for field in fields:
    force = field / FIELD_V_NM
    lowering = np.sqrt(force)
    current = richardson(work - lowering, kt) * CURRENT_A_CM2
    print(f"Field {field:g} V/nm: lowering {lowering * HARTREE_EV:.4f} eV")
    print(f"  barrier left: {(work - lowering) * HARTREE_EV:.3f} eV")
    print(f"  top position: {BOHR_NM / (2 * lowering):.3f} nm")
    print(f"  current: {current:.4g} A/cm2")
    print(f"  gain over zero field: {current / zero_current:.4g} (no unit)")
print(f"1 V/nm in engineering unit: {1e9 / 1e8:.0f} MV/cm")
print(f"Field removing the barrier: {work**2 * FIELD_V_NM:.1f} V/nm")
print(f"Model well depth below Fermi level: {well_depth_ev:.0f} eV")
for field, (q, parabolic, full, gain, loss) in quantum.items():
    print(f"At {field:g} V/nm: q = {q:.3f}, parabola x{parabolic:.3f}")
    print(f"  full barrier factor: {full:.3f} (no unit)")
    print(f"  tunnelling adds {100 * gain:.1f} %, "
          f"reflection removes {100 * loss:.1f} %")
limit_temperature = quantum[1.0][0] * temperature
print(f"Temperature where q = 1 at 1 V/nm: {limit_temperature:.0f} K")
barrier_high = work - np.sqrt(1 / FIELD_V_NM)
print(f"Fermi correction at 1 V/nm: {-np.exp(-barrier_high / kt) / 4:.1e}")

tip_limit = child_limit(1000 / HARTREE_EV, 1000 / BOHR_NM) * CURRENT_A_CM2
tip_current = richardson(barrier_high, kt) * CURRENT_A_CM2
print(f"Space-charge limit, 1000 V, 1000 nm: {tip_limit:.3g} A/cm2")
print(f"  surface-field loss: {16 / 27 * tip_current / tip_limit:.1e} (fraction)")
diode_limit = child_limit(100 / HARTREE_EV, 1e6 / BOHR_NM) * CURRENT_A_CM2
print(f"Space-charge limit, 100 V, 1 mm: {diode_limit:.3f} A/cm2")
print(f"Work-function drift (rough): {drift_ev:.4f} eV/K")
print(f"  Richardson-plot constant: {apparent_constant:.1f} A/cm2/K2")
print(f"  Richardson-plot work function: {apparent_work_ev:.3f} eV")
facet_ev = 0.3
print(f"Facet difference {facet_ev:.1f} eV (rough): current "
      f"x{np.exp(facet_ev / (kt * HARTREE_EV)):.2f}")
print("success")
```

Output:

```
Work function (rough, W): 4.5 eV
Temperature: 2500 K
Thermal energy kT: 0.2154 eV
Work function / kT: 20.89 (no unit)
Richardson constant, formula: 120.17 A/cm2/K2
Counted, band mass 0.5 m: 120.17 A/cm2/K2
Counted, band mass 1.0 m: 120.17 A/cm2/K2
Counted, band mass 2.0 m: 120.17 A/cm2/K2
Zero-field current: 0.637 A/cm2
Field 0.001 V/nm: lowering 0.0379 eV
  barrier left: 4.462 eV
  top position: 18.973 nm
  current: 0.7596 A/cm2
  gain over zero field: 1.193 (no unit)
Field 0.01 V/nm: lowering 0.1200 eV
  barrier left: 4.380 eV
  top position: 6.000 nm
  current: 1.112 A/cm2
  gain over zero field: 1.745 (no unit)
Field 0.1 V/nm: lowering 0.3795 eV
  barrier left: 4.121 eV
  top position: 1.897 nm
  current: 3.707 A/cm2
  gain over zero field: 5.821 (no unit)
Field 1 V/nm: lowering 1.2000 eV
  barrier left: 3.300 eV
  top position: 0.600 nm
  current: 167.2 A/cm2
  gain over zero field: 262.5 (no unit)
1 V/nm in engineering unit: 10 MV/cm
Field removing the barrier: 14.1 V/nm
Model well depth below Fermi level: 10 eV
At 0.1 V/nm: q = 0.066, parabola x1.007
  full barrier factor: 0.917 (no unit)
  tunnelling adds 3.1 %, reflection removes 11.4 %
At 1 V/nm: q = 0.372, parabola x1.271
  full barrier factor: 1.018 (no unit)
  tunnelling adds 25.0 %, reflection removes 23.2 %
Temperature where q = 1 at 1 V/nm: 931 K
Fermi correction at 1 V/nm: -5.6e-08
Space-charge limit, 1000 V, 1000 nm: 7.38e+06 A/cm2
  surface-field loss: 1.3e-05 (fraction)
Space-charge limit, 100 V, 1 mm: 0.233 A/cm2
Work-function drift (rough): 0.0001 eV/K
  Richardson-plot constant: 37.7 A/cm2/K2
  Richardson-plot work function: 4.250 eV
Facet difference 0.3 eV (rough): current x4.03
success
```
